# Localization-length exponent from Mott temperatures at two doping levels

**Question**

I am stuck on an exercise about variable-range hopping. Two samples of a doped semiconductor are on the insulating side of the metal-insulator transition. Both follow Mott's law in three dimensions,

$$\sigma=\sigma_0\exp\left[-(T_0/T)^{1/4}\right].$$

The reduced distance to the critical doping, $t=1-n/n_c$, is 0.2 in sample A and 0.1 in sample B. The fits give $T_0=2000$ K for A and 250 K for B. I am told to take the density of states as constant and to find $\nu$ in $\xi=\xi_0t^{-\nu}$, where $\xi$ is the localization length.

I have seen different numerical constants in the formula for $T_0$, and I don't know $\xi_0$. Do I need either? What exactly must be constant about the density of states? And how far can I trust an exponent obtained from two samples?

**Answer**

You need neither constant, because both cancel in the ratio of the two Mott temperatures. What you do need is the power with which $\xi$ enters $T_0$.

**How $T_0$ depends on $\xi$**

I use atomic units in the algebra ($e=\hbar=m_e=1$) and keep $k_B$. Let $g$ be the number of states per volume and energy, flat in energy around the Fermi level. A localized wavefunction decays as $e^{-r/\xi}$, so a tunnelling rate, which goes as the amplitude squared, decays as $e^{-2r/\xi}$. A hop of length $R$ that costs energy $W$ then has a rate proportional to $e^{-f}$, with

$$f=\frac{2R}{\xi}+\frac{W}{k_BT}.$$

A longer hop offers more final states, so a cheaper one can be found. Estimate $W$ by asking for one state within the sphere of radius $R$ and the energy range $W$:

$$\frac{4\pi}{3}R^3gW=1\quad\Rightarrow\quad W=\frac{3}{4\pi gR^3}.$$

Insert this and set the derivative with respect to $R$ to zero:

$$\frac{df}{dR}=\frac{2}{\xi}-\frac{9}{4\pi gk_BT\,R^4}=0\quad\Rightarrow\quad R^4=\frac{9\xi}{8\pi gk_BT}.$$

The second derivative is positive, so this is a minimum of $f$ and the fastest hop. At the minimum the energy term is

$$\frac{W}{k_BT}=\frac R3\cdot\frac{9}{4\pi gk_BT\,R^4}=\frac R3\cdot\frac2\xi=\frac{2R}{3\xi}.$$

Hence $f=2R/\xi+2R/(3\xi)=8R/(3\xi)$, and its fourth power is

$$f^4=\frac{4096}{81}\,\frac{R^4}{\xi^4}=\frac{4096}{81}\cdot\frac{9}{8\pi gk_BT\,\xi^3}=\frac{512}{9\pi}\,\frac{1}{gk_BT\,\xi^3}.$$

Mott's law says $f=(T_0/T)^{1/4}$, so

$$k_BT_0=\frac{\beta}{g\xi^3},\qquad\beta=\frac{512}{9\pi}\approx18.1 .$$

The same lines give $R/\xi=\tfrac38(T_0/T)^{1/4}$ and $W/(k_BT)=\tfrac14(T_0/T)^{1/4}$.

**Why different values of $\beta$ do no harm**

The condition "one state in the sphere" is an estimate. A better treatment asks when hops link up across the whole sample. With energies measured from the Fermi level, the low-temperature conductance between sites $i$ and $j$ goes as $e^{-\eta_{ij}}$, where

$$\eta_{ij}=\frac{2r_{ij}}{\xi}+\frac{|E_i|+|E_j|+|E_i-E_j|}{2k_BT}.$$

Keep the bonds with $\eta_{ij}<\eta$ and raise $\eta$ until they first form a connected path, at $\eta_c$. The weakest bonds that this path needs set $\sigma\sim e^{-\eta_c}$. Now write $r=(\xi\eta/2)x$ and $E=k_BT\eta\,\varepsilon$. The bond condition becomes

$$x_{ij}+\tfrac12\left(|\varepsilon_i|+|\varepsilon_j|+|\varepsilon_i-\varepsilon_j|\right)<1,$$

which contains no material parameter. What remains is the density of sites in the scaled variables,

$$g\,(k_BT\eta)\left(\frac{\xi\eta}{2}\right)^3=\frac{gk_BT\,\xi^3\eta^4}{8}.$$

Connection occurs when this density reaches some pure number $p_c$. Therefore $\eta_c^4=8p_c/(gk_BT\xi^3)$, which is the earlier law with $\beta=8p_c$. The treatment changes $\beta$ but not the power of $\xi$.

I tested this on random networks, 12 per case, changing one quantity at a time. Doubling $\xi$ gave $\eta_c\propto\xi^{-0.76\pm0.03}$, against the predicted $-3/4$. Raising $T$ fourfold gave the power $-0.249\pm0.008$, and raising $g$ threefold gave $-0.241\pm0.010$, both against $-1/4$. The finite networks gave $\beta\approx16.6$, a value that moves by about 0.5 with box size and sampling. Using it instead of 18.1 would multiply both localization lengths by 0.97.

**The exponent**

Divide the two Mott temperatures:

$$\frac{T_{0A}}{T_{0B}}=\frac{g_B}{g_A}\left(\frac{\xi_B}{\xi_A}\right)^3=\frac{g_B}{g_A}\left(\frac{t_A}{t_B}\right)^{3\nu}.$$

Both $\beta$ and $\xi_0$ have gone. Taking logarithms gives

$$\nu=\frac{\ln\left[(T_{0A}/T_{0B})(g_A/g_B)\right]}{3\ln(t_A/t_B)}.$$

This answers your second question. "Constant" has two meanings here, and you need both: $g$ is flat in energy, which gives the power 1/4, and $g$ is the same in the two samples, which removes it from the ratio. Then

$$2^{3\nu}=\frac{2000}{250}=8=2^3\quad\Rightarrow\quad\nu=1.$$

Halving $t$ doubles $\xi$, and the localization volume grows eightfold.

The dimension matters. In two dimensions the scaled density is $g(k_BT\eta)(\xi\eta/2)^2\propto gk_BT\,\xi^2\eta^3$, with $g$ now per area. So $k_BT_0\propto1/(g\xi^2)$ with hopping power 1/3, and the same eightfold drop would mean $2^{2\nu}=8$, or $\nu=3/2$.

**The lengths behind the ratio**

Absolute lengths do need $g$ and $\beta$. Take $g=0.1$ eV$^{-1}$ nm$^{-3}$ as a round model value. For A, $k_BT_0=8.617\times10^{-5}\times2000=0.172$ eV, so

$$\xi_A=\left(\frac{18.1}{0.1\times0.172}\right)^{1/3}\text{nm}\approx10.2\ \text{nm}.$$

For B, $T_0$ is eight times smaller and $\xi_B\approx20.3$ nm. The prefactor is $\xi_0=\xi_At_A\approx2.0$ nm.

At 16 K in A, $(T_0/T)^{1/4}=125^{1/4}=3.34$. The hop length is $R=\tfrac38\times3.34\times10.17\approx12.7$ nm, and the hop energy is $W\approx0.0012$ eV, or $0.84\,k_BT$. Sample B at 2 K has the same $T/T_0$, hence the same ratios, with $R\approx25.5$ nm. These hops are barely longer than $\xi$, so Mott's law is being used near the edge of its range.

**How far to trust $\nu=1$**

Two points determine an effective exponent. They cannot show that a single power law holds. Changing one input at a time, with the rest fixed, gives:

- If $g$ is 20% larger in B than in A, $\nu=\ln(8/1.2)/(3\ln2)=0.91$.
- If the true $n_c$ is 1% higher at the same dopings, $t_A/t_B$ falls from 2 to 1.91 and $\nu=1.07$.
- If the $T_0$ ratio is 10% higher, $\nu=1.05$.
- If $\xi=\xi_0t^{-\nu}(1+t)$, then $2^\nu(1.1/1.2)=2$ and $\nu=1.13$.

The fit can do more damage. Suppose the true conductivity carries a prefactor $T^{-s}$ that you ignore. With $u=T^{-1/4}$ we have $-s\ln T=4s\ln u$, so the local slope of your Mott plot is

$$\frac{d\ln\sigma}{du}=-T_0^{1/4}+\frac{4s}{u}=-T_0^{1/4}\left[1-4s\left(\frac{T}{T_0}\right)^{1/4}\right].$$

If both fits cover the same range of $T/T_0$, for example 8 to 32 K for A and 1 to 4 K for B, the bracket is the same for both. It cancels, and $\nu$ stays at 1. The separate $T_0$ values are still wrong. For $s=0.25$ the bracket is 0.70 at 16 K in A, so the apparent $T_0$ there is about $0.70^4\approx0.24$ of the true one.

If instead both samples are fitted from 4.0 to 4.9 K, the brackets near 4.4 K are 0.78 for A and 0.64 for B. The apparent $T_0$ ratio rises to about 18, and the full fit returns $\nu=1.40$. So compare equal ranges of $T/T_0$, not equal temperatures. Since you know only the apparent $T_0$, choose the ranges from it, refit, and repeat until the ratio stops changing. With a strong prefactor this may not settle, and the prefactor then has to be part of the fit.

**The temperature window**

The hopping picture needs $R>\xi$, which means $T<(3/8)^4T_0$: below about 40 K for A and 4.9 K for B. This is a lenient limit. The activated form of the rate is safe only if $W>k_BT$ as well, and $W/(k_BT)=\tfrac14(T_0/T)^{1/4}$ turns that into $T<T_0/256$, about 8 K for A and 1 K for B. Between the two limits Mott's law is only a rough description, and the example ranges above, 8 to 32 K and 1 to 4 K, lie in this part. The upper ends quoted below use the lenient limit.

At low temperature, Coulomb repulsion depletes the states near the Fermi level, and $g$ is no longer flat. A rough condition for ignoring this is that the Coulomb energy over one hop stays below the hop energy:

$$\frac{1}{\kappa R}<\frac{3}{4\pi gR^3}\quad\Rightarrow\quad\kappa>\frac{4\pi gR^2}{3}.$$

For A at 16 K this requires a relative permittivity $\kappa$ of about 98, and for B at 2 K about 390. A host value near 12 is far too small. The localized electrons also polarize, however. A field $F$ shifts energies by about $F\xi$ across one state, so about $gF\xi$ electrons per volume move by about $\xi$. The polarization is of order $g\xi^2F$, which suggests

$$\kappa\approx\kappa_{\text{host}}+4\pi g\xi^2.$$

This gives about 200 for A and 760 for B. When the second term dominates, the condition becomes $R<\sqrt3\,\xi$. Since $R\propto T^{-1/4}$, the range $\xi<R<\sqrt3\,\xi$ spans a factor $(\sqrt3)^4=9$ in temperature. With the host term included, the windows are roughly 4 to 40 K for A and 0.5 to 5 K for B. The lower ends are rough, because both the coefficient in $\kappa$ and the condition itself are uncertain. Nor is the Coulomb energy negligible everywhere inside these windows: at 16 K in A it is still about half the hop energy, so the fitted $T_0$ can be well off its value for a flat $g$. By this condition the window would close if the coefficient were below about one third of the value used and the host term were negligible. A less strict condition asks only that the Coulomb gap be narrower than the band of energies used in hopping. With the same $\kappa$, the result depends on how the two widths are defined. Comparing the full gap width with $W$ gives about the same lower limits as before. Comparing the half-width with $W$, or with the wider band $k_BT(T_0/T)^{1/4}$, allows lower temperatures.

**Beside a real material**

The model values ($n_c=0.0035$ nm$^{-3}$, host permittivity about 12, the $g$ above) are in the rough regime of phosphorus-doped silicon. The two $T_0$ values are exercise data, so $\nu=1$ is not a statement about silicon. Neither are the windows above. Measured permittivities of phosphorus-doped silicon at these dopings are roughly 50 and 100, well below the 200 and 760 estimated here. With such values and the model $g$ and $\xi$, the Coulomb condition leaves no Mott window at all. In a real sample, carriers activated to extended states also conduct. With a similar prefactor they overtake hopping if their activation energy is below $k_BT(T_0/T)^{1/4}$, which is about 4.6 meV at 16 K in A. This can end the hopping regime well below the upper temperatures given above. With the model numbers the mobility edge lies roughly $(n_c-n)/g$ above the Fermi level, 7 meV in A and 3.5 meV in B. Activation would then win in A above about 28 K, inside the example range 8 to 32 K. The derivation also assumes one $\xi$ for all states used in hopping. That is doubtful in A, where the band of 4.6 meV at 16 K reaches most of the way to the edge, and much safer in B, where the band is 0.6 meV at 2 K. This difference does not cancel over equal ranges of $T/T_0$, so it biases $\nu$. Flatness in energy is plausible without interactions: the sites used at 16 K in A lie within about 0.005 eV of the Fermi level, while $n_c/g=0.035$ eV sets the width of the donor band. Equality of $g$ is more doubtful, since B has 12.5% more donors than A. If $g$ grew in proportion, $\nu$ would be $\ln(8/1.125)/(3\ln2)=0.94$. The Coulomb gap is a separate threat: once it affects the hops, the fitted $T_0$ is no longer $\beta/(k_Bg\xi^3)$. What this does to $\nu$ depends on $\kappa$. If $\kappa\propto g\xi^2$, the Coulomb energy $1/(\kappa\xi)$ also scales as $1/(g\xi^3)$, so over equal ranges of $T/T_0$ the ratio survives although both $T_0$ values are wrong. If $\kappa$ does not follow $\xi$ in this way, the ratio changes too.

For a real determination, use several dopings, fit them over equal ranges of $T/T_0$, and let $n_c$ vary within its uncertainty. The remaining values are in the numerical output below.

## Computed values

```
density of states g = 0.10 eV^-1 nm^-3
critical doping n_c = 0.0035 nm^-3
host permittivity = 11.7 (no unit)
beta from the optimum hop = 18.108 (no unit)
T0 ratio = 8.000, t ratio = 2.000 (no unit)
inferred exponent nu = 1.0000 (no unit)
length prefactor xi0 = 2.033 nm
A: t = 0.20, doping = 0.00280 nm^-3
A: T0 = 2000.0 K, xi = 10.17 nm
A: fit range 8.0 to 32.0 K
A: at 16.0 K: R = 12.75 nm, W = 0.001153 eV
A: exponent = 3.344, R/xi = 1.254 (no unit)
A: W/(k_B T) = 0.836 (no unit)
A: band half-width = 0.004610 eV
A: estimated kappa = 198.7 (no unit)
A: kappa needed = 98.0 (no unit)
A: Coulomb energy = 0.000568 eV
A: Mott window 3.89 to 39.55 K
B: t = 0.10, doping = 0.00315 nm^-3
B: T0 = 250.0 K, xi = 20.33 nm
B: fit range 1.0 to 4.0 K
B: at 2.0 K: R = 25.49 nm, W = 0.000144 eV
B: exponent = 3.344, R/xi = 1.254 (no unit)
B: W/(k_B T) = 0.836 (no unit)
B: band half-width = 0.000576 eV
B: estimated kappa = 759.8 (no unit)
B: kappa needed = 392.0 (no unit)
B: Coulomb energy = 0.000074 eV
B: Mott window 0.53 to 4.94 K
donor band width scale n_c/g = 0.0350 eV
network: 12 samples per case
network power of xi = -0.763 +- 0.028
network power of T = -0.249 +- 0.008
network power of g = -0.241 +- 0.010
network beta, finite box = 16.6 (no unit)
xi factor with network beta = 0.970
nu if g is 20% larger in B = 0.912
nu if n_c is 1% higher = 1.072
nu if T0 ratio is 10% higher = 1.046
nu if xi carries a factor (1+t) = 1.126
prefactor T^(-s) with s = 0.25
nu, prefactor ignored, scaled ranges = 1.000
common range = 4.0 to 4.9 K
nu, prefactor ignored, common range = 1.403
```
